# Why isotropic chlorination can still give directional silicon etching

**Q.** I etch a silicon trench in cycles: chlorine gas, pump out, argon ions, pump out. The chlorine reaches the walls as well as the floor. Why does the trench not widen as fast as it deepens?

**A.** Chlorination and removal are separate steps, and they have different angular distributions. Let us first see whether the chlorine really treats wall and floor alike.

Take a long trench of width \(w=50\) nm and depth \(h=200\) nm, with depth \(z\) measured downward. Seen in cross-section, an isotropic gas delivers a fraction \(\tfrac12\cos\alpha\,d\alpha\) of its flux at angle \(\alpha\) to the surface normal. The cosine is the velocity component towards the surface, and the factor \(\tfrac12\) makes the integral from \(-\pi/2\) to \(\pi/2\) equal to one. A point receives directly the part that comes through the opening.

From the floor centre the opening spans \(-\alpha_0\) to \(\alpha_0\), with \(\tan\alpha_0=(w/2)/h\). From a wall point it spans \(\alpha_1\) to \(\pi/2\), with \(\tan\alpha_1=z/w\). Integrating the cosine gives

\[
V_{\rm floor}=\sin\alpha_0=\frac{w/2}{\sqrt{w^2/4+h^2}},\qquad
V_{\rm wall}=\frac{1-\sin\alpha_1}{2}=\frac12\left[1-\frac{z}{\sqrt{z^2+w^2}}\right].
\]

These fractions are 0.124 at the floor centre and 0.0149 at the foot of the wall, so the direct arrival rates differ by a factor of eight.

**Q.** Then the chlorination is not uniform after all?

**A.** The direct supply is not uniform, but the coverage can be, because adsorption saturates. A Cl\(_2\) molecule needs two free sites, and I treat the free sites as randomly mixed. If \(\theta_{\rm Cl}\) is the coverage, \(S\) the sticking probability on clean silicon, \(\Phi\) the open-surface gas flux and \(N\) the site density, each adsorption fills two sites:

\[
\frac{d\theta_{\rm Cl}}{dt}=\frac{2SV\Phi}{N}(1-\theta_{\rm Cl})^2 .
\]

With the exposure \(K=2SV\Phi t/N\) this becomes \(d\theta_{\rm Cl}/dK=(1-\theta_{\rm Cl})^2\). Dividing by the square and integrating from a clean surface gives

\[
\frac{1}{1-\theta_{\rm Cl}}-1=K
\quad\Longrightarrow\quad
\theta_{\rm Cl}=\frac{K}{1+K}.
\]

For 10 mTorr of gas at 300 K, \(\Phi=2.41\times10^{18}\) cm\(^{-2}\) s\(^{-1}\). Take \(S=0.1\), \(t=5\) s and \(N=6.78\times10^{14}\) cm\(^{-2}\), the density of one silicon (001) layer. At the wall foot

\[
K=\frac{2(0.1)(0.0149)(2.41\times10^{18})(5)}{6.78\times10^{14}}\approx53,
\]

so the coverage is 0.98. At the floor centre \(K\approx441\) and the coverage is 0.998. Molecules that bounce before sticking are left out, and at \(S=0.1\) they are the majority. With diffuse re-emission the total arrival is about 0.41 of \(\Phi\) at the wall foot and 0.46 at the floor centre, and both tend to \(\Phi\) as the surface saturates, so the real supply is much more even than the direct one. If the adsorbed atoms could not move and needed two adjacent sites of a square lattice, the coverage would jam near 0.91 instead of approaching one, on wall and floor alike. Both surfaces therefore enter the ion step almost fully chlorinated.

**Q.** If the wall is chlorinated, why does the chlorinated silicon not simply leave?

**A.** It must overcome a desorption barrier. For a rough barrier \(E_d=2.6\) eV and attempt rate \(\nu=10^{13}\) s\(^{-1}\), the thermal rate at wafer temperature \(T_w\) is

\[
k_d=\nu e^{-E_d/k_BT_w}\approx2\times10^{-31}\ {\rm s^{-1}}\quad\text{at }300\ {\rm K}.
\]

In this estimate the wafer would have to reach about 960 K before the rate times a 5 s ion step equals one. Heat acts on floor and wall alike, so with equal barriers this thermal part of the removal would have no preferred direction. The barrier can depend on the crystal face, and a difference of 0.1 eV changes the rate threefold at 960 K.

On the cold wafer the wall layer waits, and the next chlorine dose finds its sites already occupied. This assumes that chlorine does not penetrate or etch spontaneously. Heavily n-doped silicon exposed to chlorine atoms can violate that condition.

**Q.** So the ions supply the missing energy. How many of them reach a vertical wall?

**A.** The plasma sheath accelerates ions along \(z\) and leaves their sideways velocity unchanged, if they do not collide. Let \(E\) be the axial energy after the sheath, \(M\) the ion mass and \(T\) the transverse temperature expressed as an energy. Then \(v_x\) is Gaussian with variance \(T/M\), while \(v_z\simeq\sqrt{2E/M}\). The slope \(s=v_x/v_z\) is Gaussian with width

\[
\sigma=\frac{\sqrt{T/M}}{\sqrt{2E/M}}=\sqrt{\frac{T}{2E}} .
\]

For \(E=50\) eV and \(T=0.10\) eV, \(\sigma=\sqrt{0.001}=0.0316\), or 1.8°.

Let \(J_0\) be the ion flux on an open horizontal surface, and count \(s\) positive towards the chosen wall. A wall strip of height \(dz\) intercepts the ions of slope \(s\) that would have crossed a horizontal width \(s\,dz\). Traced back, an ion striking at depth \(z\) entered a distance \(sz\) from the wall. It came through the opening if \(sz<w\). Hence

\[
\frac{J_{\rm wall}}{J_0}
=\int_0^{w/z}\frac{s\,e^{-s^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,ds
=\frac{\sigma}{\sqrt{2\pi}}\left[1-e^{-w^2/(2\sigma^2z^2)}\right],
\]

because \(-\sigma^2e^{-s^2/2\sigma^2}\) is the antiderivative of \(s\,e^{-s^2/2\sigma^2}\). Near the top the bracket is one, leaving

\[
f=\frac{\sigma}{\sqrt{2\pi}}=0.0126 .
\]

Tracing sampled ions, with a small spread of axial velocity included, gives 0.0127; the difference is sampling noise, since the axial spread changes \(f\) by less than 0.1%. In this trench the bracket is still one at the foot to the printed precision. Shadowing of the wall matters when \(z\) becomes comparable with \(w/\sigma\), about 1600 nm here. The floor centre is shadowed earlier: it would lose 5% of its direct flux at 400 nm depth and a third at 800 nm.

All of this assumes straight paths inside the trench. A real ion at distance \(x\) from silicon is attracted by its image charge, with energy \(\frac{\epsilon_r-1}{\epsilon_r+1}\,\frac{e^2}{16\pi\epsilon_0x}\approx0.30\ {\rm eV\,nm}/x\) for \(\epsilon_r=11.7\). This equals \(T\) at 3 nm, comparable with the distance from the wall at which the wall ions enter (median 3 nm; their number corresponds to a width \(fh=2.5\) nm). If ions are neutralised 0.3 nm from the image plane, the force raises the wall flux averaged over the 200 nm to about \(0.025J_0\), twice \(f\), and the normal impact energy to about 1 eV. The numbers below use the straight-path \(f\), so the wall losses at small \(fD\) are low by about this factor; the ratio \(r=0.037\) found below would be about 0.07.

**Q.** Those few ions still carry 50 eV each. Can they not remove chlorinated silicon from the wall?

**A.** Almost all of that energy is motion along the wall. The energy of motion into it is \(\varepsilon=\tfrac12Mv_x^2\). Faster sideways ions strike more often, so the distribution at the wall is proportional to \(v_xe^{-Mv_x^2/2T}dv_x\). Since \(d\varepsilon=Mv_xdv_x\), this becomes

\[
p(\varepsilon)\,d\varepsilon=\frac1T e^{-\varepsilon/T}d\varepsilon ,
\]

with mean \(T=0.10\) eV. If removal needed 10 eV of normal energy, the fraction of sufficiently energetic impacts would be \(e^{-10/0.10}\approx4\times10^{-44}\).

That number belongs to a perfectly smooth wall and leaves out the attraction between ion and surface. A step or rough patch presents a facet to the ion and can receive far more energy. I will therefore not rely on this protection. Below, every wall ion removes as much chlorinated silicon as a floor ion, which is pessimistic as long as grazing impacts are no more effective than normal ones.

**Q.** With that pessimistic choice, is the wall removed at 1.3% of the floor rate?

**A.** Only at small ion dose. Let \(\theta\) be the fraction of the chlorinated layer still present, \(F\) the ion dose on an open surface and \(Y\) the number of silicon atoms removed per ion from a full layer. An ion landing on a cleared site removes nothing in this model, so

\[
\frac{d\theta}{dF}=-\frac{Y}{N}\theta
\quad\Longrightarrow\quad
\theta=e^{-D},\qquad D=\frac{YF}{N}.
\]

I start from \(\theta=1\), since the estimated coverage was close to full on both surfaces. The floor loses the fraction \(1-e^{-D}\) of its layer. The wall receives the dose \(fF\) and loses \(1-e^{-fD}\). Their ratio is

\[
r=\frac{1-e^{-fD}}{1-e^{-D}} .
\]

A current density of 0.2 mA/cm\(^2\) for 5 s gives \(F=6.24\times10^{15}\) cm\(^{-2}\). With \(Y=0.3\),

\[
D=\frac{0.3\times6.24\times10^{15}}{6.78\times10^{14}}=2.76,\qquad fD=0.0348 .
\]

The floor loses 93.7% of its layer and the wall 3.4%. Random ion hits on discrete sites give the same two percentages. I take one whole silicon layer, 0.136 nm thick, as removable. The losses are then 0.127 nm and 0.0046 nm per cycle, and the unrounded ratio \(r=0.0365\) is quoted as 0.037. Two choices enter here. With one chlorine atom per site, a whole layer can leave only as SiCl; if it leaves as SiCl\(_2\), half a layer is removable, \(D\) doubles, and at the same yield the floor loses 0.068 nm with \(r=0.068\). The wall is also given the \(N\) and thickness of the floor. For a {110} wall, with layers 0.192 nm thick and \(N=9.59\times10^{14}\) cm\(^{-2}\), the ratio of lost thicknesses is still 0.037 at this dose, but it tends to 1.41 instead of 1 at large dose and is 0.94 instead of 0.80 in the isotropic comparison below.

**Q.** That is three times the flux ratio. Where does the factor come from?

**A.** From saturation on the floor. When \(fD\ll1\), the numerator is nearly \(fD\), so

\[
r\simeq f\,\frac{D}{1-e^{-D}} .
\]

The floor is running out of chlorinated sites while the wall still has almost all of its own. Late ions are mostly wasted on the floor but remain effective on the wall.

**Q.** Does a longer ion step always make this worse?

**A.** For the chlorinated layer alone, yes. Since the derivative of \(\ln(1-e^{-x})\) is \(1/(e^x-1)\),

\[
D\frac{d\ln r}{dD}=\frac{fD}{e^{fD}-1}-\frac{D}{e^D-1}=g(fD)-g(D),
\qquad g(x)=\frac{x}{e^x-1}.
\]

The derivative \(g'(x)\) has the sign of \(e^x-1-xe^x\). That expression is zero at \(x=0\) and has slope \(-xe^x<0\), so \(g\) decreases. Because \(fD<D\), the right-hand side is positive and \(r\) rises with dose.

For \(D\to0\), both exponentials can be expanded and \(r\to f\). For \(D\to\infty\), both layers are cleared and \(r\to1\). At fixed ion flux and angular spread, \(r\) is 0.016 for a 1 s step, 0.037 for 5 s, 0.16 for 25 s and 0.29 for 50 s.

The shortest step is not automatically the best. At 1 s, \(D=0.55\) is below \(\ln2\), so less than half of the floor layer is removed. The ratio \(r\) is lower, but 200 nm then takes about 3470 cycles instead of 1572, and the floor is not saturated, so differences in ion flux pass into the etch depth: the corner deficit found below grows from 20% to 43%. The useful window has \(D\) of a few and \(fD\ll1\), and it exists because \(f\) is small.

**Q.** How can I be sure that ion direction is the cause, rather than some other difference between floor and wall?

**A.** Change the direction alone. Keep the same chlorination, yield and open-surface dose, but let the energetic particles arrive isotropically. The expression for \(V_{\rm wall}\) then applies to them, and at \(z=0\) it equals one half. Compare the wall top with an unshadowed floor, as in a very shallow trench, so that the floor still receives the full dose \(D\). Replacing \(f\) by \(\tfrac12\) gives \(r=0.80\) at the wall top instead of 0.037. Most of the directionality is lost although the chemistry is unchanged. Part of the 0.80 comes from saturation of the floor: the ratio is 0.5 at small dose and 0.57 for a 1 s step. In the 200 nm trench, with its shadowed floor centre as reference, it runs from 2.5 at the wall top to 0.14 at the foot, with a mean of 0.78. This holds inside the model, where the wall differs from the floor only through the product \(fD\). A lower yield on the wall would enter the same product, so the calculation shows that direction is sufficient, not that it is the only cause in a reactor.

**Q.** I need 200 nm of depth. Do the small wall losses add up?

**A.** They do, but not most at the top: once the wall has receded by \(u\) at depth \(z\) under a fixed mask edge, only ions with \(s>u/z\) reach it, so the top soon shadows itself. A bound follows without knowing the wall's evolving shape. Assume a thin mask whose edge stays fixed, and draw a vertical plane down from that edge. Silicon behind the plane can be removed only by ions that cross it.

Let \(d\) be the layer thickness and \(a=d(1-e^{-D})\) the depth gained per cycle. In cycle \(n\) the exposed height is \(na\). Per unit trench length, \(fF\,na\) ions cross the plane. If each removes at most \(Y\) atoms in total, the lost cross-section is at most

\[
\frac{YfF\,na}{N/d}=fD\,d\,na ,
\]

where \(N/d\) is the atomic density of silicon. Summing over \(m=h/a\) cycles and dividing by \(h\) gives the mean undercut:

\[
\bar u\le\frac{fD\,d\,a}{h}\,\frac{m(m+1)}2
\simeq\frac{fD\,d\,h}{2a}
=\frac h2\,\frac{fD}{1-e^{-D}} .
\]

The middle step uses \(m\gg1\); here \(m=1572\). The result is \(100\times0.0348/0.937=3.7\) nm per wall. This is a ceiling on the mean over depth under the stated assumptions, not a predicted undercut, and the local undercut can exceed it. It counts ions coming straight from the opening and leaves out sputtering of unchlorinated silicon. It also leaves out the image attraction: for a wall still lying in the plane, the same count with that force gives 7 to 8 nm.

**Q.** What happens at the floor corners? The wall must block some ions there.

**A.** Right at a corner, ions with one sign of slope would have had to come through the wall. Half are missing, so the direct flux is \(0.50J_0\). The layer removed is \(1-e^{-D/2}=0.75\), compared with 0.94 at the centre. Saturation turns a 50% flux deficit into a 20% removal deficit. These are straight-path values. The image attraction draws ions out of this strip: for neutralisation at 0.3 to 0.5 nm, the direct flux within 1 nm of the corner is 0.22 to \(0.25J_0\) and the layer removed 0.45 to 0.49.

If the walls reflect ions like mirrors, each missing ion is replaced by one of opposite slope that bounced off the wall. The Gaussian is symmetric, so the full flux returns; ray tracing gives \(1.005J_0\), equal to one within its sampling noise. This is the opposite limit to the pessimistic wall yield, since a mirror-like bounce removes nothing. It holds for vertical walls and straight paths. An ion neutralised at the wall keeps the normal energy gained from the image force and leaves with a slope of 0.10 to 0.13, so only about \(0.4J_0\) arrives within 1 nm of the corner. A mirror wall that faces upward does the reverse: without the image force it gives \(1.2J_0\) there at a tilt of 0.5° and \(1.7J_0\) at 2°.

**Q.** My walls are never perfectly vertical. Does that matter?

**A.** It does, already for tilts well below \(\sigma\): half a degree raises the wall flux by 38% if the wall faces upward and lowers it by 31% if the wall overhangs. Let the wall face slightly upward, with horizontal run \(t\) per unit depth. A height \(dz\) now intercepts a width \((s+t)\,dz\) for every \(s>-t\). If the far edge of the opening does not cast a shadow,

\[
\frac{J_{\rm wall}}{J_0}=\int_{-t}^{\infty}(s+t)\frac{e^{-s^2/2\sigma^2}}{\sqrt{2\pi}\sigma}ds
=\sigma\,\varphi\!\left(\frac t\sigma\right)+t\,\Phi\!\left(\frac t\sigma\right),
\]

with \(\varphi\) and \(\Phi\) the standard normal density and cumulative distribution. The first term comes from integrating \(s\), the second from integrating the constant \(t\). At \(t=0\) it returns \(f\). A 2° tilt raises the flux per unit height from 0.0126 to 0.037 of \(J_0\), nearly a factor of three.

**Q.** How close is all this to a real reactor?

**A.** The 50 eV ions and steps of seconds are in the usual range for plasma atomic layer etching of silicon. The current density is low for a dense plasma. Five times more current at the same step time and angular spread gives the dose of the 25 s case, hence \(r=0.16\) for the chlorinated layer. Plasma chlorination can also make a thicker removable layer than the single layer used here.

Real sheaths are not free of collisions. Take argon at 2 mTorr and an electron temperature of 3 eV. Ions enter the sheath with half the electron temperature, 1.5 eV, so the sheath voltage is \(V_s=48.5\) V. Child's law for a space-charge-limited ion current density \(j\) gives the sheath width \(\ell\) through \(\ell^2=\frac{4\epsilon_0}{9j}\sqrt{\frac{2e}{M}}\,V_s^{3/2}\), so \(\ell=1.2\) mm. For a rough scattering cross section of \(1.5\times10^{-15}\) cm\(^2\), 1.2% of the ions scatter in it. If these became isotropic and kept their full yield, \(r\) at the wall top would rise from 0.037 to 0.053. Charge exchange, with a probability of about 3% in this sheath and 4 to 5% in the wider one below, is not included in that figure. It leaves the particles directed forward, and counting the fast neutrals and new ions above 10 eV at full yield changes \(r\) by less than 0.001. Child's law also neglects the entry speed of the ions and the electrons near the sheath edge. At this low voltage they widen the sheath to roughly 1.5 to 2 mm, depending on where the edge is placed, which gives 1.5 to 2% scattering and, with the same isotropic assumption, \(r\approx0.06\). That assumption is pessimistic for the ions, because the sheath accelerates them forward again: for hard-sphere collisions the scattered ions alone give \(r\approx0.04\), and 0.043 to 0.047 with the recoil atoms above 10 eV added.

Sputtering of cleared silicon, at 0.01 atoms per ion, adds 0.008 nm to the floor loss in 5 s. In 50 s it adds 0.12 nm, almost another layer. The ratios quoted for long steps therefore describe the chlorinated layer, not the total loss. With this sputtering on floor and wall, the ratio of total losses is 0.034 at 5 s, 0.11 at 25 s and 0.16 at 50 s. It peaks at 0.18 near 110 s and then falls, once the floor loss is mostly sputtering and the step is no longer self-limiting.

**Q.** And if an insulating mask or liner charges up?

**A.** A potential difference \(U\) between the walls gives a sideways acceleration \(eU/(Mw)\) during the transit time \(h/v_z\). The acquired slope is

\[
\Delta s=\frac{eU}{Mw}\frac{h}{v_z^2}=\frac{eUh}{2Ew},
\]

using \(Mv_z^2=2E\). For 1 V this is \(200/(2\times50\times50)=0.040\), larger than \(\sigma\). The sideways shift at the floor is \(\tfrac12h\,\Delta s=4\) nm. One volt across the trench, acting over the full depth as with a charged liner, can thus steer ions into a wall as effectively as their thermal spread. If only the side faces of a mask of height \(h_m\) charge, \(h_m\) approximately replaces \(h\) in \(\Delta s\). The slope is then gained at the top and kept over the whole depth, so the shift across the silicon is \(h\,\Delta s\): 2 nm for \(h_m=50\) nm, half of the full-depth value rather than a quarter. A charged mask top adds fringe fields above the opening, and for a mask thinner than the trench width these can exceed the side-face contribution several times. Keeping the wall removal small therefore requires nearly equal wall potentials as well as a cold wafer, steep walls and a limited ion dose. The numerical output below lists the values used.

## Computed results

```
Trench width, depth: 50, 200 nm
Ion axial energy: 50 eV
Ion transverse temperature energy: 0.10 eV
Ion current density: 0.2 mA/cm2
Ion flux: 1.248e+15 1/(cm2 s)
Ion step: 5 s; dose: 6.242e+15 1/cm2
Yield chlorinated, bare: 0.3, 0.01 Si/ion
Removable Si: 6.781e+14 1/cm2; layer 0.1358 nm
Cl2 pressure, time: 10 mTorr, 5 s
Cl2 sticking on clean Si: 0.1
Cl2 flux on open surface: 2.409e+18 1/(cm2 s)
Direct Cl2 fraction, wall foot: 0.0149
Direct Cl2 fraction, floor centre: 0.1240
Adsorption exposure K, wall foot: 53.0
Adsorption exposure K, floor centre: 440.6
Cl coverage, wall foot: 0.9815
Cl coverage, floor centre: 0.9977
Desorption barrier: 2.6 eV; prefactor 1e+13 1/s
Desorption rate at 300 K: 2.1e-31 1/s
Temperature for rate*ion step = 1: 957 K
Slope width sigma: 0.03162 = 1.81 degrees
Wall/open ion flux f, formula: 0.01262
Wall/open ion flux, ray tracing: 0.01271
Wall flux at foot / flux at top: 1.000000
Mean normal energy of wall ions: 0.100 eV
Removal threshold used: 10 eV
Smooth-wall fraction above threshold: 3.7e-44
Reduced floor dose D: 2.761; wall dose fD: 0.0348
Floor layer removed: 0.9368; simulated 0.9370
Wall layer removed: 0.0342; simulated 0.0342
Floor loss per cycle: 0.1272 nm
Wall loss per cycle: 0.00465 nm
Wall/floor removal ratio r: 0.0365
r for ion step 1 s: 0.0164
r for ion step 25 s: 0.1599
r for ion step 50 s: 0.2942
r for isotropic energetic flux, wall top: 0.799
Cycles for full depth: 1572
Upper bound on mean undercut per wall: 3.72 nm
Corner floor flux, direct ions: 0.500
Corner flux with reflection, ray tracing: 1.005
Corner layer removed, direct ions: 0.749
Flux ratio per height, wall tilt 2 deg: 0.0371
Bare Si sputtered in 5 s, 50 s: 0.0083, 0.1205 nm
Electron temperature energy: 3 eV
Sheath width: 1.21 mm; Ar 2 mTorr
Cross sections exchange, scattering: 4.0e-15, 1.5e-15 cm2
Charge-exchange probability in sheath: 0.0306
Scattering probability in sheath: 0.0116
f if scattered ions were isotropic: 0.0183
r if scattered ions were isotropic: 0.0525
Slope gained from 1 V between walls: 0.040
Sideways shift from 1 V between walls: 4.0 nm
```
